# The Fattebert-Gygi Free Energy and Its Kohn-Sham Potential

## A capacitor with a variable filling

Two wide parallel plates carry fixed charges $\pm\sigma$ per unit area. The gap holds a dielectric of permittivity $\epsilon$. In Gaussian units the displacement is $D=4\pi\sigma$, whatever the filling, and the field is $E=D/\epsilon$. The electrostatic free energy per unit volume is

$$
f=\frac{\epsilon E^2}{8\pi}=\frac{D^2}{8\pi\epsilon}.
$$

Let $\epsilon$ depend on the density $n$ of some neutral substance in the gap. Since $D$ is fixed,

$$
\frac{df}{dn}=-\frac{D^2}{8\pi\epsilon^2}\,\epsilon'(n)=-\frac{1}{8\pi}\epsilon'(n)E^2 .
$$

Differentiating $\epsilon E^2/8\pi$ at fixed $E$ would give the opposite sign. That is wrong here, because the field falls when the permittivity rises.

The model treated here describes a molecule in a solvent by letting the permittivity depend on the local electron density. Two things then change. The substance that controls $\epsilon$ is itself charged, and symmetry no longer fixes the displacement. The first change adds the ordinary electrostatic potential. The second leaves the term above unaltered, as the theorem shows.

## Setting and theorem

Hartree atomic units are used, with Gaussian electrostatics. Electrons are counted as positive charge, so that

$$
\rho=n-n_c ,
$$

where $n$ is the electron density and $n_c\ge0$ the fixed density of core charge. Then $\phi$ is the potential energy of an electron, and the usual electrostatic potential is $\Phi=-\phi$.

The assumptions are these.

1. The solvent is a local, linear, isotropic dielectric at fixed temperature, with permittivity $\epsilon(n(\mathbf r))$ and $1\le\epsilon\le\epsilon_b$.
2. The function $\epsilon(n)$ has a bounded, continuous derivative for $n\ge0$.
3. The charge is localised, the field energy is finite, and $\phi\to0$ at infinity. Surface terms in integrations by parts then vanish, since $\phi$ falls as $1/r$ and the fields as $1/r^2$.

**Theorem.** The electrostatic free energy is

$$
F[n]=\frac1{8\pi}\int\epsilon(n)|\nabla\phi|^2\,d^3r=\frac12\int\rho\phi\,d^3r,
\qquad \nabla\cdot(\epsilon\nabla\phi)=-4\pi\rho, \tag{1}
$$

and its functional derivative is

$$
\frac{\delta F}{\delta n}=\phi-\frac1{8\pi}\epsilon'(n)|\nabla\phi|^2 . \tag{2}
$$

With the usual potential, the first term becomes $-\Phi$ and the second keeps its form.

## Lemma 1: the free energy from the polarisation

Let $\mathbf P$ be the polarisation of the solvent and $\chi=(\epsilon-1)/4\pi$ its susceptibility. For a linear medium, the free energy needed to create $\mathbf P$ is quadratic. Adding the energy of the total field gives

$$
G[\mathbf P]=\int\left(\frac{|\mathbf E|^2}{8\pi}+\frac{|\mathbf P|^2}{2\chi}\right)d^3r,\qquad
\nabla\cdot\mathbf E=4\pi(\rho-\nabla\cdot\mathbf P),\quad \mathbf E=-\nabla\phi .
$$

Where $\chi=0$, $\mathbf P$ is set to zero. The second term is a free energy, not a mechanical energy, because the molecular motions of the solvent have been averaged at fixed temperature.

**Claim.** The minimum of $G$ is at $\mathbf P=\chi\mathbf E$, and there (1) holds with $F=G$.

*Proof.* A change $\delta\mathbf P$ produces a field change with $\nabla\cdot\delta\mathbf E=-4\pi\nabla\cdot\delta\mathbf P$. The part of the field energy linear in the change is

$$
\begin{aligned}
\frac1{4\pi}\int\mathbf E\cdot\delta\mathbf E\,d^3r
&=-\frac1{4\pi}\int\nabla\phi\cdot\delta\mathbf E\,d^3r
=\frac1{4\pi}\int\phi\,\nabla\cdot\delta\mathbf E\,d^3r\\
&=-\int\phi\,\nabla\cdot\delta\mathbf P\,d^3r
=\int\nabla\phi\cdot\delta\mathbf P\,d^3r
=-\int\mathbf E\cdot\delta\mathbf P\,d^3r .
\end{aligned}
$$

Therefore

$$
G[\mathbf P+\delta\mathbf P]-G[\mathbf P]
=\int\left(\frac{\mathbf P}{\chi}-\mathbf E\right)\cdot\delta\mathbf P\,d^3r
+\int\left(\frac{|\delta\mathbf E|^2}{8\pi}+\frac{|\delta\mathbf P|^2}{2\chi}\right)d^3r .
$$

The linear part vanishes for every $\delta\mathbf P$ when $\mathbf P=\chi\mathbf E$. The remainder is positive, so this is the minimum. Inserting it in the field equation gives $\nabla\cdot[(1+4\pi\chi)\mathbf E]=4\pi\rho$. With $\mathbf E=-\nabla\phi$ this is the generalised Poisson equation. The integrand of $G$ becomes

$$
\frac{|\mathbf E|^2}{8\pi}+\frac{\chi|\mathbf E|^2}{2}
=\frac{(1+4\pi\chi)|\mathbf E|^2}{8\pi}=\frac{\epsilon|\nabla\phi|^2}{8\pi}.
$$

Finally, multiply the Poisson equation by $\phi$ and integrate by parts:

$$
\int\epsilon|\nabla\phi|^2\,d^3r=-\int\phi\,\nabla\cdot(\epsilon\nabla\phi)\,d^3r=4\pi\int\rho\phi\,d^3r .
$$

Division by $8\pi$ gives the second form of $F$. $\square$

**Remark.** $G$ is zero when $\rho$ and $\mathbf P$ vanish, even if solvent has been pushed out of a cavity. The work of making the cavity, and dispersion and repulsion between solute and solvent, are therefore not in $F$. Mobile ions are absent too; they would add their own charge and entropy.

## Lemma 2: a maximum principle for the potential

For fixed $n$, define for any trial potential $\psi$

$$
J[\psi]=\int\left(\rho\psi-\frac{\epsilon}{8\pi}|\nabla\psi|^2\right)d^3r .
$$

**Claim.** $J$ has its maximum at $\psi=\phi$, and $J[\phi]=F$.

*Proof.* Put $\psi=\phi+d$ and expand the square:

$$
J[\phi+d]=J[\phi]+\int\rho d\,d^3r-\frac1{4\pi}\int\epsilon\nabla\phi\cdot\nabla d\,d^3r-\frac1{8\pi}\int\epsilon|\nabla d|^2\,d^3r .
$$

By parts, the third term is $\frac1{4\pi}\int d\,\nabla\cdot(\epsilon\nabla\phi)\,d^3r=-\int\rho d\,d^3r$, which cancels the second. The last term is never positive. At $d=0$, (1) gives $J[\phi]=2F-F=F$. $\square$

## Proof of the theorem

Equation (1) is Lemma 1. For (2), change the density to $n+t\eta$, with $\eta$ bounded and localised and $n+t\eta\ge0$ for small $|t|$. The core is fixed, so $\rho$ changes by $t\eta$. Write $\epsilon_t$, $J_t$, $\phi_t$ and $F_t$ for the quantities at $n+t\eta$. By Lemma 2, $F_t\ge J_t[\phi_0]$ and $F_0\ge J_0[\phi_t]$, so

$$
J_t[\phi_0]-J_0[\phi_0]\;\le\;F_t-F_0\;\le\;J_t[\phi_t]-J_0[\phi_t]. \tag{3}
$$

In both outer differences the potential is the same in the two terms, and

$$
J_t[\psi]-J_0[\psi]=t\int\eta\psi\,d^3r-\frac1{8\pi}\int(\epsilon_t-\epsilon_0)|\nabla\psi|^2\,d^3r .
$$

It remains to show that $\phi_t$ tends to $\phi_0$. Let $d=\phi_t-\phi_0$. Subtracting the two Poisson equations gives

$$
\nabla\cdot(\epsilon_t\nabla d)=-4\pi t\eta-\nabla\cdot[(\epsilon_t-\epsilon_0)\nabla\phi_0]. \tag{4}
$$

Multiply by $-d$ and integrate by parts:

$$
\int\epsilon_t|\nabla d|^2\,d^3r=4\pi t\int\eta d\,d^3r-\int(\epsilon_t-\epsilon_0)\nabla\phi_0\cdot\nabla d\,d^3r .
$$

If $w$ is the vacuum potential of $\eta$, then $4\pi\int\eta d\,d^3r=\int\nabla w\cdot\nabla d\,d^3r$. Since $\epsilon'$ is bounded, $\epsilon_t-\epsilon_0$ is of order $t$. Both terms on the right are thus at most a constant times $|t|\,\|\nabla d\|$, where $\|\nabla d\|^2=\int|\nabla d|^2d^3r$. The left side is at least $\|\nabla d\|^2$. Hence $\|\nabla d\|$ is of order $t$.

Divide (3) by $t$ (for negative $t$ the inequalities reverse) and let $t\to0$. Both bounds tend to

$$
\int\eta\left[\phi-\frac1{8\pi}\epsilon'(n)|\nabla\phi|^2\right]d^3r ,
$$

which is (2). $\square$

**Remark: where the sign comes from.** Varying the field energy directly gives

$$
\delta F=\frac1{8\pi}\int\delta\epsilon|\nabla\phi|^2\,d^3r+\frac1{4\pi}\int\epsilon\nabla\phi\cdot\nabla\delta\phi\,d^3r .
$$

By parts and with the linear form of (4), the second term is

$$
-\frac1{4\pi}\int\phi\,\nabla\cdot(\epsilon\nabla\delta\phi)\,d^3r
=\int\phi\,\delta\rho\,d^3r-\frac1{4\pi}\int\delta\epsilon|\nabla\phi|^2\,d^3r .
$$

The response of the potential contributes $-1/4\pi$, against $+1/8\pi$ from the explicit change. The sum is $-1/8\pi$, as in the capacitor.

## The Kohn-Sham equations

Take $N$ orthonormal orbitals $\psi_i$ with equal occupation $f$, so that $n=f\sum_i|\psi_i|^2$, and the total free energy

$$
A=f\sum_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle+E_{xc}[n]+F[n].
$$

$F$ contains the Hartree, electron-core and core-core energies, all screened by the solvent. $E_{xc}$ is assumed to be the functional used in vacuum. A variation of $\psi_i^*$ changes $n$ by $f\psi_i\,\delta\psi_i^*$. With multipliers for orthonormality, and a rotation of the orbitals that makes the multipliers diagonal, stationarity gives

$$
\left[-\tfrac12\nabla^2+\phi+v_{xc}+v_\epsilon\right]\psi_i=e_i\psi_i,\qquad
v_\epsilon=-\frac1{8\pi}\epsilon'(n)|\nabla\phi|^2 . \tag{5}
$$

If $\epsilon$ falls steadily as the density rises, so that solvent is excluded where electrons are dense, then $\epsilon'\le0$ and $v_\epsilon\ge0$. The term is repulsive: an electron placed in the cavity wall displaces polarisable solvent from a region of strong field.

**Corollary.** The derivative of $A$ with respect to the occupation of one orbital is its eigenvalue. The explicit derivative is $\langle\psi_i|-\tfrac12\nabla^2+\phi+v_{xc}+v_\epsilon|\psi_i\rangle=e_i$. The change of the orbitals contributes nothing, since by (5) it enters through derivatives of the fixed overlaps. Without $v_\epsilon$ this argument fails.

## The Fattebert-Gygi permittivity

The model takes

$$
\epsilon(n)=1+\frac{\epsilon_b-1}{2}\left[1+\frac{1-x}{1+x}\right]=1+\frac{\epsilon_b-1}{1+x},\qquad x=\left(\frac n{n_0}\right)^{2\beta}.
$$

At $n=n_0$ the permittivity is midway between 1 and $\epsilon_b$. Since $dx/dn=2\beta x/n$,

$$
\epsilon'(n)=-(\epsilon_b-1)\frac{2\beta x}{n(1+x)^2}.
$$

As $n\to0$ this behaves as $n^{2\beta-1}$. Assumption 2 therefore needs $2\beta\ge1$; for $2\beta<1$ the slope diverges in the density tail.

**Lemma 3.** Let the system be spherical and let $Q(r)$ be the charge inside radius $r$. Then

$$
v_\epsilon=\frac{Q^2}{8\pi r^4}\,\frac{d}{dn}\!\left(\frac1\epsilon\right),
$$

and for $2\beta>1$ the last factor is largest at $x=\epsilon_b(2\beta-1)/(2\beta+1)$.

*Proof.* Gauss's law gives $|\nabla\phi|=|Q|/(\epsilon r^2)$, and $-\epsilon'/\epsilon^2=d(1/\epsilon)/dn$. From $1/\epsilon=(1+x)/(\epsilon_b+x)$,

$$
\frac{d}{dn}\!\left(\frac1\epsilon\right)=\frac{\epsilon_b-1}{(\epsilon_b+x)^2}\,\frac{2\beta x}{n}
\;\propto\;\frac{x^{1-1/2\beta}}{(\epsilon_b+x)^2},
$$

because $n=n_0x^{1/2\beta}$. Setting the logarithmic derivative to zero gives $(1-1/2\beta)(\epsilon_b+x)=2x$, which is the stated result. $\square$

**Remark: a sharp cavity.** For large $\beta$ the maximum moves to $x\approx\epsilon_b$ and $n\approx n_0$. There the factor is about $\beta(\epsilon_b-1)/(2\epsilon_bn_0)$, a limit approached slowly: for $\epsilon_b=80$ the true peak is 0.22 of this value at $\beta=1.3$, 0.8 at $\beta=10$ and 0.98 at $\beta=100$. It grows in proportion to $\beta$, so the potential has no finite limit for a discontinuous wall, and a numerical grid must resolve an ever narrower barrier.

## Example: a model cation

The core is a Gaussian charge of 3, $n_c\propto e^{-r^2/a^2}$ with $a=1$ bohr. Two electrons share one orbital, so the ion has charge $+1$. Exchange is minus half the vacuum Hartree energy, which is exact exchange for such a pair; correlation is left out. The solvent has $\epsilon_b=80$, $n_0=0.0005$ bohr$^{-3}$ and $\beta=1.3$. The radial form of (5) was solved by finite differences, with step 0.01 bohr out to 14 bohr, and iterated to self-consistency.

The total is 0.9231 hartree in vacuum and 0.7227 hartree in the solvent. The finite step lowers these totals by up to 0.00002 hartree; the converged values are 0.92313 and 0.72276, with the same difference to five decimals. Both include the self-energy of the smeared core, 3.59 hartree, so the difference matters:

$$
\Delta A=0.7227-0.9231=-0.2004\ \text{hartree}=-5.45\ \text{eV}.
$$

With the vacuum density kept frozen, the gain is 0.1982 hartree. Relaxation adds 0.0021 hartree.

**Size of the cavity.** A charge $q$ in a sharp sphere of radius $R$ gains $q^2(1-1/\epsilon_b)/2R$. Here $q=1$, so the equivalent radius is

$$
R=\frac{0.9875}{2\times0.2004}=2.46\ \text{bohr}.
$$

The density falls to $n_0$ farther out, at 3.30 bohr. At fixed density the gain is $\frac12\int(1-1/\epsilon)Q^2r^{-2}dr$, and solvent inside $n=n_0$ already contributes: at 2.5 bohr, $\epsilon=1.55$ and $1-1/\epsilon=0.36$.

The same quadratic dependence on charge gives most of the eigenvalue shift. By the corollary, this shift is the derivative of $\Delta A$ with respect to occupation. One more electron lowers $q$, so at fixed $R$ the derivative is $q(1-1/\epsilon_b)/R=0.401$ hartree. The computed eigenvalue rises from $-1.017$ to $-0.602$ hartree, by 0.414 hartree. Since $R$ was fitted to $\Delta A$, the estimate 0.401 is simply $2|\Delta A|/q$ and is not separate evidence for a sharp sphere; the remainder is the change of this equivalent $R$ with occupation. On the frozen vacuum density, the change of $\phi$ averages 0.382 hartree over the orbital and $v_\epsilon$ adds 0.019 hartree.

**The extra potential.** Its profile is

| $r$ (bohr) | $n/n_0$ | $\epsilon$ | $v_\epsilon$ (hartree) |
|---|---|---|---|
| 2.0 | 24.2 | 1.02 | 0.015 |
| 2.5 | 6.73 | 1.55 | 0.232 |
| 3.0 | 1.99 | 12.4 | 0.093 |
| 3.5 | 0.64 | 61.3 | 0.009 |

The largest grid value, 0.269 hartree, lies at 2.62 bohr, where $n=4.95\,n_0$ and $x=4.95^{2.6}=64.0$ (between grid points the maximum is at $n=4.97\,n_0$). Lemma 3 gives there

$$
\frac{d}{dn}\!\left(\frac1\epsilon\right)=\frac{79\times2.6\times64.0}{0.002475\times(144.0)^2}\approx256\ \text{bohr}^3,
\qquad
\frac{256}{8\pi(2.62)^4}\approx0.216 .
$$

Hence $Q^2\approx0.269/0.216\approx1.25$ and $|Q|\approx1.12$. The excess over 1 is balanced by electron charge farther out.

At fixed $Q$ and $r$ the maximum would be at $x=80\times1.6/3.6=35.6$, or $n=3.95\,n_0$. The actual one is at higher density because $Q^2/r^4$ falls outward in this region, where the electron density exceeds the core density. This moves the maximum inward.

**Leaving the term out.** If $v_\epsilon$ is dropped from (5) and the resulting density is put into the full free energy, the total is higher by 0.0030 hartree, or 1.5% of the solvation free energy. This exceeds the whole relaxation gain of 0.0021 hartree. For this ion, iterating without the term is therefore worse than not relaxing the vacuum density at all. The root-mean-square radius of the orbital is 1.65 bohr without the term and 1.60 bohr with it: the barrier holds the electrons in. The eigenvalue without it is $-0.641$ hartree, lower by 0.039 hartree. The orbital average of $v_\epsilon$ supplies 0.020 hartree of this difference, and the changed orbital and remaining potential supply the rest.

These numbers belong to a linear, local solvent. For a water-like solvent both assumptions fail where $v_\epsilon$ is largest. The field is 38 V/nm at 2.62 bohr and 4.9 V/nm at 3.0 bohr, where the dipole energy of a water molecule is still about seven times $kT$ at room temperature. The linear polarisation reaches 0.009 atomic units near 2.9 bohr, more than the 0.004 to 0.006 that full alignment of all dipoles in bulk water would give. The wall is less than 1 bohr wide, narrower than a solvent molecule. The example shows how the functional behaves, not the solvation of a real ion.
